# The Slab-Truncated Coulomb Kernel and Its Zero-Wavevector Terms: a numerical check

```python
# Result under test: the Coulomb interaction cut at |z| < zc = L/2 has the transform
#   v = 4 pi (1 - exp(-gp zc) cos(gz zc)) / (gp^2 + gz^2),  gz = 2 pi n / L,
# with finite part -2 pi zc^2 at gp = gz = 0.
# gp: in-plane wavevector length, gz: wavevector along z, L: cell height,
# zc: cutoff, a: in-plane lattice constant, sigma: Gaussian width.
# Lengths are in angstrom, charges in e, energies in eV.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf

pi = np.pi
coulomb = const.e / (4 * pi * const.epsilon_0) * 1e10      # eV angstrom
hartree = const.physical_constants["Hartree energy in eV"][0]
a, sigma, q, d = 4.0, 0.5, 0.1, 2.0
area = a * a
nodes, weights = np.polynomial.legendre.leggauss(80)


def slab_kernel(gp, n, L):
    gp, n = np.broadcast_arrays(np.asarray(gp, float), np.asarray(n))
    zc = L / 2
    gz = 2 * pi * n / L
    g2 = gp**2 + gz**2
    safe = np.where(g2 == 0, 1.0, g2)
    value = 4 * pi * (1 - np.exp(-gp * zc) * np.cos(gz * zc)) / safe
    return np.where(g2 == 0, -2 * pi * zc**2, value)


def periodic_kernel(gp, n, L):
    g2 = gp**2 + (2 * pi * n / L)**2
    return np.where(g2 == 0, 0.0, 4 * pi / np.where(g2 == 0, 1.0, g2))


def general_kernel(gp, gz, zc):
    bracket = gz / gp * np.sin(gz * zc) - np.cos(gz * zc)
    return 4 * pi / (gp**2 + gz**2) * (1 + np.exp(-gp * zc) * bracket)


def kernel_by_quadrature(gp, gz, zc):
    """Integrate the cut 1/r, written as a superposition of Gaussians exp(-r^2/s^2).
    For gp = 0 the z-integral of cos(gz z) is removed: it is zero for gz != 0
    when zc = L/2, and for gz = 0 it is the divergent constant."""
    def z_integral(s):
        if gp == 0 and s >= zc:
            z = zc * (nodes + 1) / 2
            return zc * np.sum(weights * np.expm1(-(z / s)**2) * np.cos(gz * z))
        top = min(zc, 8 * s)
        z = top * (nodes + 1) / 2
        value = top * np.sum(weights * np.exp(-(z / s)**2) * np.cos(gz * z))
        return value - (2 * zc if gp == 0 and gz == 0 else 0.0)

    def integrand(s):
        return 2 * np.sqrt(pi) * np.exp(-(gp * s)**2 / 4) * z_integral(s)

    end = np.inf if gp == 0 else max(12 / gp, 2 * zc)
    opts = dict(epsabs=1e-10, epsrel=1e-10, limit=200)
    return quad(integrand, 0, zc, **opts)[0] + quad(integrand, zc, end, **opts)[0]


def reciprocal_energy(charges, L, kernel):
    gmax = 6.2 / sigma
    m = int(np.ceil(gmax * a / (2 * pi)))
    mz = int(np.ceil(gmax * L / (2 * pi)))
    ix, iy, n = np.meshgrid(np.arange(-m, m + 1), np.arange(-m, m + 1),
                            np.arange(-mz, mz + 1), indexing="ij")
    gx, gy, gz = 2 * pi * ix / a, 2 * pi * iy / a, 2 * pi * n / L
    volume = area * L
    rho = sum(c * np.exp(-1j * (gx * x + gy * y + gz * z)) for c, x, y, z in charges)
    rho = rho * np.exp(-(gx**2 + gy**2 + gz**2) * sigma**2 / 2) / volume
    v = kernel(np.hypot(gx, gy), n, L)
    return coulomb * volume / 2 * np.sum(v * np.abs(rho)**2)


def real_space_energy(charges):
    """Open layer: sum over square patches, minus the integral of 1/r over the
    patch times the squared net charge, extrapolated to an infinite patch."""
    net = sum(c[0] for c in charges)
    sizes, energies = np.array([30, 60, 120]), []
    for N in sizes:
        R = a * np.arange(-N, N + 1)
        X, Y = np.meshgrid(R, R, indexing="ij")
        total = 0.0
        for c1, x1, y1, z1 in charges:
            for c2, x2, y2, z2 in charges:
                r = np.sqrt((X + x1 - x2)**2 + (Y + y1 - y2)**2 + (z1 - z2)**2)
                safe = np.where(r < 1e-12, 1.0, r)
                pair = np.where(r < 1e-12, 1 / (sigma * np.sqrt(pi)),
                                erf(safe / (2 * sigma)) / safe)
                total += c1 * c2 * pair.sum()
        side = (2 * N + 1) * a
        total -= net**2 / area * 4 * side * np.arcsinh(1.0)
        energies.append(coulomb * total / 2)
    h = 1 / (sizes + 0.5)
    return np.linalg.solve(np.column_stack([np.ones(3), h, h**3]), energies)[0]


def planar_potential(charges, L, z):
    n = np.arange(-60, 61)
    gz = 2 * pi * n / L
    rho = sum(c * np.exp(-1j * gz * zi) for c, _, _, zi in charges)
    rho = rho * np.exp(-(gz * sigma)**2 / 2) / (area * L)
    return coulomb * np.sum(slab_kernel(0.0, n, L) * rho * np.exp(1j * gz * z)).real


def planar_potential_direct(charges, z):
    total = 0.0
    for c, _, _, zi in charges:
        lo, hi = zi - 10 * sigma, zi + 10 * sigma
        mid = min(max(z, lo), hi)

        def f(t):
            gauss = np.exp(-(t - zi)**2 / (2 * sigma**2)) / (sigma * np.sqrt(2 * pi))
            return abs(z - t) * gauss
        total += c * (quad(f, lo, mid)[0] + quad(f, mid, hi)[0])
    return -2 * pi * coulomb * total / area


L0 = 16.0
zc0 = L0 / 2
print(f"lattice constant {a:.1f} angstrom, Gaussian width {sigma:.1f} angstrom")
print(f"charges +/-{q:.1f} e, z separation {d:.1f} angstrom")
print(f"Coulomb constant {coulomb:.5f} eV angstrom")
print(f"kernel for L = {L0:.0f} angstrom, cutoff {zc0:.0f} angstrom:")

# Kernel against its definition, including the zero in-plane wavevector
for gp in (0.0, 0.3, 2 * pi / a):
    for n in range(4):
        formula = float(slab_kernel(gp, n, L0))
        numeric = kernel_by_quadrature(gp, 2 * pi * n / L0, zc0)
        assert abs(formula - numeric) < 1e-6 * max(1, abs(formula))
        print(f" G_par {gp:.4f} 1/angstrom, n={n}: formula {formula + 0.0:.5f}, "
              f"quadrature {numeric:.5f} angstrom^2")

# Another cutoff: the sine term is needed and diverges at small gp
zc_other, gz1 = 0.4 * L0, 2 * pi / L0
for gp in (0.01, 0.3):
    numeric = kernel_by_quadrature(gp, gz1, zc_other)
    assert abs(numeric / general_kernel(gp, gz1, zc_other) - 1) < 1e-7
    print(f"cutoff 0.4 L, n=1, G_par {gp:.2f} 1/angstrom: {numeric:.2f} angstrom^2")
small = 1e-3
scaled = small * kernel_by_quadrature(small, gz1, zc_other)
assert abs(scaled / (4 * pi * np.sin(gz1 * zc_other) / gz1) - 1) < 0.02

# Laurent expansion of the kernel at gz = 0
g, c = sp.symbols("g c", positive=True)
expansion = sp.series(4 * sp.pi * (1 - sp.exp(-g * c)) / g**2, g, 0, 1).removeO()
assert sp.simplify(expansion - 4 * sp.pi * c / g + 2 * sp.pi * c**2) == 0

# Neutral layer with a dipole: both kernels against the real-space sum
layer = [(q, 0.0, 0.0, d / 2), (-q, a / 2, a / 2, -d / 2)]
reference = real_space_energy(layer)
dipole = q * d
print(f"neutral layer, real-space energy {reference:.7f} eV per cell"
      f" = {reference / hartree:.8f} hartree")
errors = {}
for L in (6.0, 8.0, 12.0, 16.0):
    e_slab = reciprocal_energy(layer, L, slab_kernel)
    e_per = reciprocal_energy(layer, L, periodic_kernel)
    predicted = -2 * pi * coulomb * dipole**2 / (area * L)
    errors[L] = abs(e_slab - reference)
    print(f" L={L:.0f} angstrom: slab {e_slab:.7f} eV, periodic {e_per:.7f} eV")
    print(f"  slab error {e_slab - reference:.2e} eV, periodic error "
          f"{e_per - reference:.7f} eV, dipole formula {predicted:.7f} eV")
    if L >= 12:
        assert errors[L] < 1e-7
        assert abs(e_per - reference - predicted) < 1e-6
assert errors[6.0] > errors[8.0] > 1e-6

# Planar-averaged potential energy of a positive unit charge
for z in (-4.0, -1.0, 0.3, 4.0):
    assert abs(planar_potential(layer, L0, z) - planar_potential_direct(layer, z)) < 1e-7
step = planar_potential(layer, L0, 4.0) - planar_potential(layer, L0, -4.0)
step_formula = 4 * pi * coulomb * dipole / area
assert abs(step - step_formula) < 1e-7
edge = planar_potential(layer, L0, L0 / 2)
edge_open = planar_potential_direct(layer, L0 / 2)
assert abs(edge - edge_open) > 0.1
print(f"potential step, z=-4 to 4 angstrom: {step:.6f} eV, formula {step_formula:.6f} eV")
print(f"at z=L/2: truncated {abs(edge):.6f} eV, open layer {edge_open:.6f} eV")

# Charged layer: the value at zero wavevector now matters
single = [(q, 0.0, 0.0, 0.0)]
reference_charged = real_space_energy(single)
print(f"charged layer, real-space finite part {reference_charged:.7f} eV per cell")
for L in (12.0, 16.0):
    with_value = reciprocal_energy(single, L, slab_kernel)
    without = reciprocal_energy(
        single, L, lambda gp, n, h: np.where((gp == 0) & (n == 0), 0.0,
                                           slab_kernel(gp, n, h)))
    shift = pi * coulomb * q**2 * L / (4 * area)
    assert abs(with_value - reference_charged) < 1e-7
    assert abs(without - reference_charged - shift) < 1e-7
    print(f" L={L:.0f} angstrom: with -2 pi zc^2 {with_value:.7f} eV, "
          f"with zero {without:.7f} eV, shift {shift:.7f} eV")
for z in (-3.0, 0.0, 2.0):
    assert abs(planar_potential(single, L0, z) - planar_potential_direct(single, z)) < 1e-7

print("tests ok")
```

Printed output:

```
lattice constant 4.0 angstrom, Gaussian width 0.5 angstrom
charges +/-0.1 e, z separation 2.0 angstrom
Coulomb constant 14.39965 eV angstrom
kernel for L = 16 angstrom, cutoff 8 angstrom:
 G_par 0.0000 1/angstrom, n=0: formula -402.12386, quadrature -402.12386 angstrom^2
 G_par 0.0000 1/angstrom, n=1: formula 162.97466, quadrature 162.97466 angstrom^2
 G_par 0.0000 1/angstrom, n=2: formula 0.00000, quadrature 0.00000 angstrom^2
 G_par 0.0000 1/angstrom, n=3: formula 18.10830, quadrature 18.10830 angstrom^2
 G_par 0.3000 1/angstrom, n=0: formula 126.95972, quadrature 126.95972 angstrom^2
 G_par 0.3000 1/angstrom, n=1: formula 56.12474, quadrature 56.12474 angstrom^2
 G_par 0.3000 1/angstrom, n=2: formula 16.16520, quadrature 16.16520 angstrom^2
 G_par 0.3000 1/angstrom, n=3: formula 9.27414, quadrature 9.27414 angstrom^2
 G_par 1.5708 1/angstrom, n=0: formula 5.09294, quadrature 5.09294 angstrom^2
 G_par 1.5708 1/angstrom, n=1: formula 4.79339, quadrature 4.79339 angstrom^2
 G_par 1.5708 1/angstrom, n=2: formula 4.07435, quadrature 4.07435 angstrom^2
 G_par 1.5708 1/angstrom, n=3: formula 3.25950, quadrature 3.25950 angstrom^2
cutoff 0.4 L, n=1, G_par 0.01 1/angstrom: 1906.39 angstrom^2
cutoff 0.4 L, n=1, G_par 0.30 1/angstrom: 63.36 angstrom^2
neutral layer, real-space energy 0.1401697 eV per cell = 0.00515114 hartree
 L=6 angstrom: slab 0.1373884 eV, periodic 0.1027503 eV
  slab error -2.78e-03 eV, periodic error -0.0374194 eV, dipole formula -0.0376982 eV
 L=8 angstrom: slab 0.1401146 eV, periodic 0.1119085 eV
  slab error -5.51e-05 eV, periodic error -0.0282612 eV, dipole formula -0.0282736 eV
 L=12 angstrom: slab 0.1401697 eV, periodic 0.1213206 eV
  slab error -1.15e-10 eV, periodic error -0.0188491 eV, dipole formula -0.0188491 eV
 L=16 angstrom: slab 0.1401697 eV, periodic 0.1260329 eV
  slab error -1.23e-11 eV, periodic error -0.0141368 eV, dipole formula -0.0141368 eV
potential step, z=-4 to 4 angstrom: 2.261891 eV, formula 2.261891 eV
at z=L/2: truncated 0.000000 eV, open layer 1.130946 eV
charged layer, real-space finite part 0.0110383 eV per cell
 L=12 angstrom: with -2 pi zc^2 0.0110383 eV, with zero 0.0958592 eV, shift 0.0848209 eV
 L=16 angstrom: with -2 pi zc^2 0.0110383 eV, with zero 0.1241328 eV, shift 0.1130946 eV
tests ok
```
